\section*{The vacuum-polarization cut, its dispersion relation, and lepton-pair production}

\section{Definitions and conventions}

The metric is $(+,-,-,-)$ and $\hbar=c=\epsilon_0=1$, so $e^2=4\pi\alpha$. A fermion of mass $m$ and unit charge runs round the loop. With $p=k+q$ and
\begin{equation}
D_1=k^2-m^2+i0,\qquad D_2=p^2-m^2+i0,
\end{equation}
the one-loop insertion in a photon line is
\begin{equation}
i\Pi^{\mu\nu}(q)=-(-ie)^2\!\int\!\frac{d^4k}{(2\pi)^4}
\frac{\mathrm{tr}[\gamma^\mu i(\slashed k+m)\gamma^\nu i(\slashed p+m)]}{D_1D_2}.
\label{loop}
\end{equation}
Here $\slashed k=\gamma^\mu k_\mu$, and the leading minus sign belongs to a closed fermion loop. The integral diverges and is defined in $d$ dimensions, where loop momenta may be shifted; $d\to4$ at the end.

The scalar function $\Pi_B$ is defined by
\begin{equation}
i\Pi^{\mu\nu}=-i(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi_B(q^2),\qquad
\Pi(q^2)=\Pi_B(q^2)-\Pi_B(0).
\label{def}
\end{equation}
The subtraction makes $\alpha$ the coupling measured at $q^2=0$. One insertion between two free propagators $-ig/q^2$ gives the factor $(-iq^2\Pi)(-i/q^2)=-\Pi$. Repeated insertions form a geometric series, and between conserved currents the propagator becomes
\begin{equation}
\frac{-ig^{\mu\nu}}{q^2[1+\Pi(q^2)]}.
\label{dressed}
\end{equation}
This fixes the sign of $\Pi$; the opposite definition would reverse the sign of its imaginary part. Values on the cut are taken at $q^2=s+i0$.

\section{Theorem}

Let $\beta=\sqrt{1-4m^2/s}$, the speed of each fermion in the rest frame of a pair of total energy $\sqrt s$. At order $\alpha$:

(a) $\mathrm{Im}\,\Pi$ vanishes for $q^2<4m^2$, and for $s>4m^2$
\begin{equation}
\mathrm{Im}\,\Pi(s)=\frac{\alpha}{3}\,\frac{\beta(3-\beta^2)}2 .
\label{im}
\end{equation}

(b) The whole function follows from its imaginary part and $\Pi(0)=0$:
\begin{equation}
\Pi(q^2)=\frac{q^2}{\pi}\int_{4m^2}^{\infty}
\frac{ds\,\mathrm{Im}\,\Pi(s)}{s(s-q^2-i0)} .
\label{disp}
\end{equation}

(c) Let a lepton pair of another species, mass $m_i$, annihilate through one photon into the pair of mass $m$. The lowest-order unpolarized cross section above both thresholds is
\begin{equation}
\sigma(s)=\frac{4\pi\alpha}{s}\,
\frac{1+2m_i^2/s}{\beta_i}\,\mathrm{Im}\,\Pi(s),
\quad \beta_i=\sqrt{1-4m_i^2/s}.
\label{sigma}
\end{equation}

\section{From the loop to a scalar integral}

\paragraph{Lemma 1.} With $iB(q^2)=\int d^dk\,(2\pi)^{-d}/(D_1D_2)$ and $\Delta B(q^2)=B(q^2)-B(0)$, there is a constant $C$ such that, for $d\to4$,
\begin{equation}
\Pi(q^2)=\frac{4e^2}{3}\left(1+\frac{2m^2}{q^2}\right)\Delta B(q^2)+C .
\label{reduce}
\end{equation}

\paragraph{Proof.} First, the insertion is transverse. Since $\slashed q=(\slashed p-m)-(\slashed k-m)$,
\begin{equation}
\frac1{\slashed p-m}\,\slashed q\,\frac1{\slashed k-m}
=\frac1{\slashed k-m}-\frac1{\slashed p-m}.
\end{equation}
Thus $q_\mu\Pi^{\mu\nu}$ is a difference of two integrals related by $k\to k+q$, and vanishes. For $m>0$ the tensor is regular at $q=0$, so it has the form $A(q^2)g^{\mu\nu}+F(q^2)q^\mu q^\nu$ with regular $A$ and $F$. Transversality gives $A=-q^2F$. Hence $\Pi_B=F$ has no pole at $q^2=0$.

Now contract \eqref{loop} with $g_{\mu\nu}$. The identities $\gamma^\mu\slashed k\gamma_\mu=(2-d)\slashed k$ and $\gamma^\mu\gamma_\mu=d$ give the trace
\begin{equation}
N=4[(2-d)k\cdot p+dm^2].
\end{equation}
From $q^2=(p-k)^2$ one has $2k\cdot p=D_1+D_2+2m^2-q^2$, so
\begin{equation}
N=8m^2+2(d-2)q^2+2(2-d)(D_1+D_2).
\end{equation}
In four dimensions this is $4(q^2+2m^2)-4D_1-4D_2$. Each $D$ cancels one propagator; after a shift the remaining integral does not depend on $q$. The prefactor of \eqref{loop} is $-(-ie)^2i^2=-e^2$, while the contracted right side of \eqref{def} is $-i(d-1)q^2\Pi_B$. Therefore
\begin{equation}
(d-1)q^2\Pi_B=e^2\{[8m^2+2(d-2)q^2]B(q^2)+T\},
\end{equation}
with $T$ constant. Put $B=B(0)+\Delta B$. The terms with $B(0)$ and $T$ form a polynomial $a+bq^2$. Setting $q^2=0$, where $\Delta B=0$ and $\Pi_B$ is regular, gives $a=0$. Since $\Delta B$ is finite, as Lemma 2 shows, its coefficient may be taken at $d=4$. Division by $3q^2$ and subtraction at zero give \eqref{reduce}; all divergences sit in the constant removed by the subtraction. $\square$

\section{The cut}

\paragraph{Lemma 2.} For complex $z$ away from the real half-line $z\ge4m^2$,
\begin{equation}
\Delta B(z)=\frac{z}{16\pi^2}\int_{4m^2}^{\infty}
\frac{ds'\,\sqrt{1-4m^2/s'}}{s'(s'-z)} .
\label{bubble}
\end{equation}

\paragraph{Proof.} Take $q=(\omega,\mathbf0)$ and $E=\sqrt{\mathbf k^2+m^2}$. In the lower half of the $k^0$ plane the integrand $1/(D_1D_2)$ has poles at $k^0=E$ and $k^0=E-\omega$. Closing the contour there gives $-i$ times the residues:
\begin{align}
\int\frac{dk^0}{2\pi}\frac1{D_1D_2}
&=-i\left[\frac1{2E\omega(\omega+2E)}
+\frac1{2E\omega(\omega-2E)}\right]\nonumber\\
&=\frac{i}{E(4E^2-\omega^2-i0)} .
\label{energy}
\end{align}
Subtract the value at $\omega=0$:
\begin{equation}
\Delta B(z)=\int\frac{d^3k}{(2\pi)^3E}\,
\frac{z}{4E^2(4E^2-z)} .
\end{equation}
This converges in three space dimensions and continues from $z=\omega^2$ to the cut plane. Set $s'=4E^2$ and $\beta'=\sqrt{1-4m^2/s'}$. Because $k\,dk=E\,dE$, $k=\sqrt{s'}\beta'/2$ and $dE=ds'/(4\sqrt{s'})$,
\begin{equation}
\frac{d^3k}{(2\pi)^3E}\longrightarrow\frac{k\,dE}{2\pi^2}
=\frac{\beta'\,ds'}{16\pi^2},
\end{equation}
which gives \eqref{bubble}. $\square$

\paragraph{Proof of (a).} Just above the cut, $\mathrm{Im}(s'-s-i0)^{-1}=\pi\delta(s'-s)$. Equation \eqref{bubble} gives $\mathrm{Im}\,\Delta B=\beta/(16\pi)$ above threshold and zero below it. The constant $C$ is real, because $\Pi(0)=0$ and $\Delta B$ is real near $z=0$. Lemma 1 now yields
\begin{equation}
\mathrm{Im}\,\Pi=\frac{4e^2}{3}\left(1+\frac{2m^2}{s}\right)
\frac{\beta}{16\pi}
=\frac\alpha3\beta\left(1+\frac{2m^2}{s}\right).
\end{equation}
Since $4m^2/s=1-\beta^2$, the last bracket is $(3-\beta^2)/2$. $\square$

The delta function has a direct physical meaning. It demands $\omega=2E$, where the poles $k^0=-E+i0$ and $k^0=E-\omega-i0$ pinch the integration path. There $p^0=E$ and $k^0=-E$: both lines are on shell, one as an outgoing fermion and the other as an outgoing antifermion. The imaginary part records the possibility that the virtual photon makes a real pair.

\section{Rebuilding the real part}

\paragraph{Proof of (b).} By Lemmas 1 and 2, $\Pi(z)$ is analytic outside the cut. To find its growth, substitute $s'=4m^2/(1-v^2)$ in \eqref{bubble}; then $\beta'=v$, $ds'/s'=2v\,dv/(1-v^2)$, and with $w^2=1-4m^2/z$
\begin{align}
\Delta B(z)&=\frac1{8\pi^2}\int_0^1\frac{v^2\,dv}{v^2-w^2}\nonumber\\
&=\frac1{8\pi^2}\left[1+\frac w2\ln\frac{w-1}{w+1}\right].
\end{align}
For large $|z|$, $(w-1)/(w+1)\simeq-m^2/z$. Thus $\Pi$ grows no faster than $\ln|z|$, also along the two sides of the cut. It stays finite at threshold, where $w\to0$.

Apply Cauchy's formula to $\Pi(z)/z$, which is regular at zero:
\begin{equation}
\frac{\Pi(q^2)}{q^2}=\frac1{2\pi i}\oint
\frac{dz\,\Pi(z)}{z(z-q^2)} .
\end{equation}
Expand the contour to a circle of radius $R$ plus the two sides of the cut. The circle contributes at most a term of order $(\ln R)/R$, which vanishes. On the cut $\Pi(s-i0)=\Pi(s+i0)^*$, because $\Pi$ is real on the real axis below threshold. The difference of the two sides is $2i\,\mathrm{Im}\,\Pi(s)$, and \eqref{disp} follows. $\square$

Without the subtraction the integral would be $\pi^{-1}\int ds\,\mathrm{Im}\,\Pi/(s-q^2)$. Since $\mathrm{Im}\,\Pi\to\alpha/3$, it grows by $(\alpha/3\pi)\ln10$ for each decade of the upper limit far above threshold. The cut cannot supply the missing constant; the definition of the charge does.

\paragraph{Closed form.} The same substitution in \eqref{disp} gives
\begin{align}
\Pi(q^2)&=\frac{\alpha q^2}{3\pi}\int_0^1
\frac{v^2(3-v^2)\,dv}{4m^2-q^2(1-v^2)-i0}\label{vform}\\
&=\frac{\alpha}{3\pi}\int_0^1
\frac{v^2(3-v^2)}{v^2-w^2-i0}\,dv,
\quad w^2=1-\frac{4m^2}{q^2},
\end{align}
where the second line, with its $-i0$, is for $q^2>0$; for $q^2<0$ no pole is met. Divide the polynomial:
\begin{equation}
v^2(3-v^2)=(v^2-w^2)(3-w^2-v^2)+w^2(3-w^2).
\end{equation}
The first part integrates to $3-w^2-\tfrac13=\tfrac83-w^2$. For $w>0$ the principal value of $\int_0^1dv/(v^2-w^2)$ is $(2w)^{-1}\ln|(1-w)/(1+w)|$. Hence, for $q^2<0$ or $q^2>4m^2$,
\begin{equation}
\mathrm{Re}\,\Pi=\frac\alpha{3\pi}\left[
\frac83-w^2+\frac{w(3-w^2)}2
\ln\left|\frac{1-w}{1+w}\right|\right].
\label{closed}
\end{equation}
For $0<q^2<4m^2$ put $w^2=-u^2$ with $u>0$. The elementary integral is then $u^{-1}\arctan(1/u)$, and
\begin{equation}
\Pi=\frac\alpha{3\pi}\left[\frac83+u^2
-u(3+u^2)\arctan\frac1u\right].
\end{equation}

\paragraph{A second form.} Let $L(v)=1-(1-v^2)q^2/(4m^2)-i0$. Integrate \eqref{vform} by parts. The boundary term is proportional to $v(3-v^2)\ln L(v)$; it vanishes at $v=1$, where $L=1$ up to the infinitesimal, and at $v=0$ because of the factor $v$. This leaves
\begin{equation}
\Pi(q^2)=-\frac\alpha{2\pi}\int_0^1dv\,(1-v^2)\ln L(v).
\label{feyn}
\end{equation}
With $x=(1+v)/2$ this is the Feynman-parameter logarithm. Above threshold $L$ is negative for $v<\beta$, where its logarithm has imaginary part $-\pi$. Therefore $\mathrm{Im}\,\Pi=(\alpha/2)(\beta-\beta^3/3)$, in agreement with \eqref{im}.

\section{Real pairs and the cross section}

\paragraph{Lemma 3.} For the current $j^\mu=\bar u(p_1)\gamma^\mu v(p_2)$ and two-body phase space $d\Phi_2$,
\begin{equation}
e^2\int d\Phi_2\sum_{\rm spins}j^\mu j^{\nu*}
=2(q^\mu q^\nu-sg^{\mu\nu})\,\mathrm{Im}\,\Pi(s).
\label{unit}
\end{equation}

\paragraph{Proof.} The Dirac equations $\bar u\slashed p_1=m\bar u$ and $\slashed p_2v=-mv$ give $q_\mu j^\mu=0$. After integration over directions the tensor depends on $q$ alone, so it equals $K(q^\mu q^\nu-sg^{\mu\nu})$, whose trace is $-3sK$. The spin sum has the trace
\begin{align}
\sum j^\mu j_\mu^*
&=\mathrm{tr}[(\slashed p_1+m)\gamma^\mu(\slashed p_2-m)\gamma_\mu]\nonumber\\
&=-8p_1\cdot p_2-16m^2=-4(s+2m^2),
\label{spin}
\end{align}
where $2p_1\cdot p_2=s-2m^2$. The phase-space volume is
\begin{equation}
\Phi_2=\frac1{4\pi^2}\int\frac{d^3p}{4E^2}\,
\delta(\sqrt s-2E)=\frac{\beta}{8\pi}.
\end{equation}
Thus $K=\beta(1+2m^2/s)/(6\pi)$. By (a), $2\,\mathrm{Im}\,\Pi/e^2$ has the same value. $\square$

\paragraph{Proof of (c).} The two pairs are of different species, so the single lowest-order diagram is annihilation into one photon. Up to a phase its amplitude is $M=(e^2/s)J_\mu j^\mu$, with $J_\mu$ the incoming current. Averaging over four initial spin states and using \eqref{unit} with $q\cdot J=0$,
\begin{align}
\int d\Phi_2\,\overline{|M|^2}
&=\frac{e^4}{4s^2}\,\frac{2\,\mathrm{Im}\,\Pi}{e^2}
\left(-s\sum J_\mu J^{\mu*}\right)\nonumber\\
&=2e^2\left(1+\frac{2m_i^2}{s}\right)\mathrm{Im}\,\Pi .
\end{align}
The last step is \eqref{spin} with $m\to m_i$. The flux factor is $4\sqrt{(k_1\cdot k_2)^2-m_i^4}=2s\beta_i$, since $2k_1\cdot k_2=s-2m_i^2$. Division by it gives \eqref{sigma}. $\square$

For a light beam, $(1+2m_i^2/s)/\beta_i=1+4m_i^2/s$ to first order in $m_i^2/s$. Neglecting this correction,
\begin{equation}
\sigma=\frac{4\pi\alpha}{s}\,\mathrm{Im}\,\Pi
=\frac{4\pi\alpha^2}{3s}\,\frac{\beta(3-\beta^2)}2,
\label{light}
\end{equation}
and \eqref{disp} becomes a relation between polarization and production:
\begin{equation}
\Pi(q^2)=\frac{q^2}{4\pi^2\alpha}\int_{4m^2}^{\infty}
\frac{ds\,\sigma(s)}{s-q^2-i0}.
\label{rate}
\end{equation}
The cross section here is the lowest-order one, for production of this fermion species. Other species add their own terms to $\Pi$.

\section{Limits and range of validity}

For $|q^2|\ll m^2$, the denominator in \eqref{vform} tends to $4m^2$ and $\int_0^1v^2(3-v^2)dv=4/5$, so
\begin{equation}
\Pi(q^2)\simeq\frac{\alpha q^2}{15\pi m^2}.
\end{equation}
A heavy fermion therefore decouples from low-momentum processes.

For $|q^2|\gg m^2$, $w\to1$ and \eqref{closed} gives
\begin{equation}
\mathrm{Re}\,\Pi\simeq\frac\alpha{3\pi}
\left(\frac53-\ln\frac{|q^2|}{m^2}\right).
\label{large}
\end{equation}
At spacelike $q^2<0$, \eqref{disp} is negative. The effective coupling $\alpha/(1+\Pi)$ then exceeds $\alpha$: a harder probe sees less screening.

Just above threshold $\mathrm{Im}\,\Pi\simeq\alpha\beta/2$, while $\mathrm{Re}\,\Pi$ tends to $8\alpha/(9\pi)$. The first result is limited by the attraction within the slow pair. At relative momentum $p\sim m\beta$ and distance $1/p$, the Coulomb energy is of order $\alpha m\beta$ and the kinetic energy of order $m\beta^2$. Their ratio is $\alpha/\beta$. The leading relative correction near threshold is $\pi\alpha/(2\beta)$, already 16\% at $\beta=10\alpha$, and a fixed-order calculation fails altogether when $\beta$ is as small as $\alpha$.

\section{Muon pairs at 250 MeV}

Take $e^+e^-\to\mu^+\mu^-$ at $\sqrt s=250$ MeV, above the threshold $2m=211.317$ MeV. Then $4m^2/s=0.714476$ and
\begin{align}
\beta&=\sqrt{1-0.714476}=0.534344,\nonumber\\
\frac{\beta(3-\beta^2)}2&=0.534344\times1.357238=0.725232,\nonumber\\
\mathrm{Im}\,\Pi&=2.43245\times10^{-3}\times0.725232
=1.7641\times10^{-3}.
\end{align}
For the real part, \eqref{closed} with $w=\beta$ gives
\begin{align}
\mathrm{Re}\,\Pi(s)&=7.74273\times10^{-4}\,
[2.38114-0.725232\times1.19241]\nonumber\\
&=1.1741\times10^{-3}.
\end{align}
In \eqref{disp} pair energies above $\sqrt s$ enter with a positive kernel and those below with a negative one. Here the principal value is positive; by \eqref{large} it becomes negative at large $s$.

At the spacelike point $q^2=-s$, $w=1.30938$ and
\begin{align}
\Pi(-s)&=7.74273\times10^{-4}\,
[0.95219-0.84162\times2.01016]\nonumber\\
&=-5.7265\times10^{-4}.
\end{align}
Integrating massless-beam cross sections by \eqref{rate} gives the same value to the printed digits. The muon loop thus raises the coupling by 0.057\% relative to $\alpha$. The electron loop gives $-8.299\times10^{-3}$, 14.5 times as much, because its logarithm in \eqref{large} is large. Together they raise the coupling by 0.895\%. Tau and hadronic loops and higher orders are left out, so this is not the full running.

The light-beam cross section is
\begin{align}
\sigma&=\frac{4\pi\times0.00729735\times1.76409\times10^{-3}}
{62500\ \mathrm{MeV}^2}\nonumber\\
&=2.5883\times10^{-9}\ \mathrm{MeV}^{-2}
=1.008\times10^3\ \mathrm{nb}.
\end{align}
The electron mass raises it by a fraction $1.67\times10^{-5}$, the size of $4m_e^2/s$. The omitted higher orders are far larger than this power correction and limit the accuracy. Final-state corrections are of the size of the Coulomb ratio $\alpha/\beta=0.014$, and the factor $|1+\Pi(s)|^{-2}$ from the electron and muon loops adds about 1.4\%. Photon radiation from the beam is larger still: it is governed by $(2\alpha/\pi)[\ln(s/m_e^2)-1]=0.053$, so the electron mass does matter through this logarithm, and it lowers the rate here by a few per cent. A physical estimate should be read as about $1\ \mu\mathrm b$.

The subtraction also shows in the numbers. Stopping at $s_{\max}=100\times4m^2$ leaves $\Pi(-s)$ short by 1.9\% of its full magnitude. For $s_{\max}\gg s$ the missing tail of \eqref{disp} is about $(\alpha/3\pi)s/s_{\max}=1.08\times10^{-5}$ in magnitude, which accounts for this. The unsubtracted integral at zero momentum instead rises from $3.349\times10^{-3}$ to $6.914\times10^{-3}$ and $1.0480\times10^{-2}$ as $s_{\max}/4m^2$ goes from $10^2$ to $10^4$ and $10^6$: $1.783\times10^{-3}$ per decade, with no limit.

The numerical output also compares the Euclidean loop integral with \eqref{closed}. The quantity compared is the contracted loop $3q^2\Pi_B$. Its second divided difference in $-q^2$, taken at $-q^2=1,4,9$ with $m=1$, removes the regulator-dependent constant and linear term; both sides give $1.87031\times10^{-4}$.

\section*{Calculated quantities}
\begin{verbatim}
fine-structure constant alpha = 0.007297353 (dimensionless)
inverse alpha = 137.035999 (dimensionless)
muon mass = 105.658376 MeV
electron mass = 0.51099895 MeV
chosen sqrt(s) = 250.0 MeV
s = 62500.0 MeV^2
muon threshold 2m = 211.316751 MeV
4m^2/s = 0.714476 (dimensionless)
muon speed beta = 0.534344 (units of c)
beta(3-beta^2)/2 = 0.725232 (dimensionless)
alpha/3 = 2.432451e-03 (dimensionless)
alpha/(3 pi) = 7.742732e-04 (dimensionless)
muon Im Pi(s), formula = 1.764092e-03 (dimensionless)
muon Im Pi(s), Feynman = 1.764092e-03 (dimensionless)
muon Re Pi(s), closed = 1.174083e-03 (dimensionless)
muon Re Pi(s), dispersion = 1.174083e-03 (dimensionless)
w at q2=-s = 1.309380 (dimensionless)
muon Pi(-s), closed = -5.726546e-04 (dimensionless)
muon Pi(-s), from sigma = -5.726546e-04 (dimensionless)
muon-loop alpha_eff/alpha at -s = 1.00057298
electron Pi(-s) = -8.299477e-03 (dimensionless)
electron/muon Pi ratio at -s = 14.493
e+mu loop alpha_eff/alpha at -s = 1.00895155
conversion (hbar c)^2 = 3.893794e+11 nb MeV^2
sigma, traces = 2.588354e-09 MeV^-2
sigma, traces = 1007.852 nb
sigma, light-beam link = 1007.835 nb
relative beam-mass effect = 1.671e-05
pi alpha/beta = 0.042904 (dimensionless)
s_max/(4m^2)=1e+02: unsubtracted=3.348589e-03, subtracted Pi(-s)=-5.618929e-04
s_max/(4m^2)=1e+04: unsubtracted=6.914235e-03, subtracted Pi(-s)=-5.725462e-04
s_max/(4m^2)=1e+06: unsubtracted=1.047989e-02, subtracted Pi(-s)=-5.726535e-04
unsubtracted growth per decade = 1.782830e-03
Euclidean loop second difference = 1.87031133e-04 (m=1)
closed-form second difference = 1.87031133e-04 (m=1)
\end{verbatim}
